# Hockney's zero-padded FFT Poisson solver and its self term

## Definitions and conventions

Hartree atomic units are used, with the unit charge $e$ positive. A charge density $\rho(\mathbf r)$ in free space has the potential

$$V(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',\tag{1}$$

which vanishes at infinity. The density is zero outside a box. Inside, it is sampled at $N_1\times N_2\times N_3$ points $\mathbf r_i=\mathbf r_0+h\,i$, where $i$ is a triple of integers, each running from $0$ to $N-1$ for its own axis. The spacing $h$ is the same on all axes.

Replacing the integral by a sum over cells of volume $h^3$ gives

$$V_i=\sum_j K(i-j)\,\rho_j,\qquad K(d)=\frac{h^3}{h|d|}=\frac{h^2}{|d|}\quad(d\neq0).\tag{2}$$

At $d=0$ this kernel is infinite, so a finite value $K(0)=c\,h^2$ must be supplied. Two separate questions follow: how to evaluate the finite sum (2) quickly, and how well (2) represents (1). Zero padding settles the first without approximation; the choice of $c$ affects the second.

## The self term from a cube average

Let the charge $h^3\rho_i$ of a cell fill its cube uniformly. Its potential at the cube's centre is $\rho_i\int_{\rm cube}d^3r/r$, so

$$K(0)=\int_{\rm cube}\frac{d^3r}{r}=h^3\left\langle\frac1r\right\rangle=c\,h^2,\qquad \left\langle\frac1r\right\rangle=\frac ch .$$

To find $c$, cut the cube into six equal pyramids with their apexes at the centre. In the pyramid around the positive $z$ axis put $x=zu$, $y=zv$, with $u,v\in[-1,1]$ and $0<z<h/2$. Then $d^3r=z^2\,du\,dv\,dz$ and $r=z\sqrt{1+u^2+v^2}$. The $z$ integral is $\int_0^{h/2}z\,dz=h^2/8$, and the four quadrants of the $(u,v)$ square contribute equally. Hence

$$c=6\cdot\frac18\cdot4\,I=3I,\qquad I=\int_0^1\!\!\int_0^1\frac{du\,dv}{\sqrt{1+u^2+v^2}} .$$

The $u$ integral is $\operatorname{arsinh}(1/\sqrt{1+v^2})$. Its derivative with respect to $v$ is

$$\frac{-v(1+v^2)^{-3/2}}{\sqrt{1+1/(1+v^2)}}=\frac{-v}{(1+v^2)\sqrt{2+v^2}} .$$

Integrating by parts, and then writing $v^2/(1+v^2)=1-1/(1+v^2)$,

$$\begin{aligned}
I&=\operatorname{arsinh}\frac1{\sqrt2}+\int_0^1\frac{v^2\,dv}{(1+v^2)\sqrt{2+v^2}}\\
&=\operatorname{arsinh}\frac1{\sqrt2}+\int_0^1\frac{dv}{\sqrt{2+v^2}}-\int_0^1\frac{dv}{(1+v^2)\sqrt{2+v^2}} .
\end{aligned}$$

The second term is again $\operatorname{arsinh}(1/\sqrt2)$. The last integrand is the derivative of $\arctan(v/\sqrt{2+v^2})$: with $w=v/\sqrt{2+v^2}$ one has $w'=2(2+v^2)^{-3/2}$ and $1+w^2=2(1+v^2)/(2+v^2)$, whose quotient is the integrand. Its integral is $\arctan(1/\sqrt3)=\pi/6$. Since $2\operatorname{arsinh}(1/\sqrt2)=\ln[(1+\sqrt3)^2/2]=\ln(2+\sqrt3)$,

$$c=3\ln(2+\sqrt3)-\frac{\pi}{2}=2.3800774 .\tag{3}$$

This number belongs to a cube. With unequal spacings the integral must be redone over the actual cell.

## What the FFT computes

Take one axis first, with arrays of length $M$ and the convention

$$\hat X_k=\sum_{m=0}^{M-1}X_m e^{-2\pi i_0km/M},\qquad X_m=\frac1M\sum_{k=0}^{M-1}\hat X_k e^{2\pi i_0km/M},$$

where $i_0$ is the imaginary unit. For an integer $n$, the geometric sum $\sum_k e^{2\pi i_0kn/M}$ equals $M$ if $M$ divides $n$. Otherwise it equals $(1-e^{2\pi i_0n})/(1-e^{2\pi i_0n/M})=0$. The inverse transform of a product is therefore

$$\frac1M\sum_k e^{2\pi i_0ki/M}\hat K_k\hat\rho_k
=\sum_{m,j}K_m\rho_j\,\frac1M\sum_k e^{2\pi i_0k(i-j-m)/M}
=\sum_j K_{(i-j)\bmod M}\,\rho_j .\tag{4}$$

This is a cyclic convolution. It agrees with (2) if every difference $i-j$ that occurs finds its own kernel value in the stored array.

## Why doubling removes wrap-around

Set $\rho_j=0$ for $N\le j<M$, and keep the output for $0\le i<N$. The differences $d=i-j$ that contribute then lie between $-(N-1)$ and $N-1$. Two of them differ by at most $2N-2$. If $M\ge2N-1$, that is less than $M$, so no two distinct differences have the same remainder modulo $M$. The assignment

$$K_{d\bmod M}=K(d),\qquad |d|\le N-1,$$

is free of conflicts, and (4) becomes (2) term by term. In three dimensions the argument applies to each index separately, because the three-dimensional transform gives a remainder on each axis. This proves that $M=2N$ on every axis is sufficient.

For $M=2N$, non-negative differences occupy slots $0$ to $N-1$ and negative ones occupy $N+1$ to $2N-1$. No retained output reads slot $N$, so in exact arithmetic any finite number may stand there. In floating point it should not be much larger than the other kernel values, because the FFT mixes all slots and a large entry spreads its rounding error over every output. The outputs with $i\ge N$ are in general not the potentials at $\mathbf r_i$: for instance, $i=2N-1$ and $j=0$ read the slot that stores $d=-1$ instead of $d=2N-1$. If the kernel is even and slot $N$ holds $K(N)$, two of them remain exact: $i=N$ gives the potential at point $N$, and $i=2N-1$ the potential at point $-1$. The others mix wrapped and unwrapped separations. All outputs with $i\ge N$ are discarded.

Doubling is not the smallest possible padding. A general kernel has $2N-1$ independent values and needs as many slots. The Coulomb kernel is even in each index, and can be stored by folding:

$$K_m=K(\min(m,M-m)).\tag{5}$$

The remainder of $d$ is $|d|$ or $M-|d|$, and in both cases (5) returns $K(\min(|d|,M-|d|))$. This is correct for all differences if $M\ge2|d|$ up to $|d|=N-1$, that is, if $M\ge2N-2$. The array must also hold the density, $M\ge N$, which adds a condition only for $N=1$. At $M=2N-3$ the largest separation $N-1$ is replaced by $N-2$.

The numerical check used a random density on $5\times6\times7$ points and an explicit pair sum. The largest deviation, relative to the largest potential, was below $10^{-15}$ for $M=2N$, $2N-1$ and $2N-2$, but $3.5\times10^{-2}$ for $M=2N-3$. With no padding it was $0.42$. A one-dimensional kernel without symmetry worked at $2N-1$ and failed at $2N-2$, as the counting requires.

## The error left by the cube average

The cube average makes the self term finite, but it does not make (2) equal to (1). The other cells still act as point charges, and $\rho$ is not constant within a cell. Spreading the charge of every cell over its cube would not remove the error. To leading order it smears the density to $\rho+h^2\nabla^2\rho/24$, and since $\nabla^2V=-4\pi\rho$, this changes the potential by $-\pi h^2\rho/6$. The leading error can be found for a smooth density that varies over lengths much larger than $h$ and is negligible at the box faces.

Put the origin at $\mathbf r_i$ and consider the sum without its self term,

$$S=h^3\sum_{n\ne0}\frac{\rho(hn)}{h|n|},$$

which may run over the infinite lattice, since $\rho$ vanishes outside the box. Split $1/r=\operatorname{erfc}(r/\sigma)/r+\operatorname{erf}(r/\sigma)/r$ with $\sigma=ah$ and $a$ a fixed number.

**Short-range part.** The function erfc limits the sum to a few cells, so $\rho(hn)$ can be expanded about the origin. The term linear in $n$ cancels between $n$ and $-n$, which leaves

$$h^2\rho(0)\sum_{n\neq0}\frac{\operatorname{erfc}(|n|/a)}{|n|}+O(h^4).$$

**Long-range part.** Let $g(r)=\operatorname{erf}(r/\sigma)/r$, which is smooth, with $g(0)=2/(\sqrt\pi\,\sigma)$. Adding and subtracting the point $n=0$, and applying Poisson summation to the full lattice sum, gives

$$h^3\sum_{n\neq0}\rho(hn)\,g(hn)=\sum_m\widehat{\rho g}\!\left(\frac{2\pi m}{h}\right)-\frac{2h^2}{\sqrt\pi\,a}\,\rho(0),$$

where $\hat f(\mathbf k)=\int f e^{-i_0\mathbf k\cdot\mathbf r}d^3r$ and $m$ runs over integer triples.

The term $m=0$ is $\int\rho g\,d^3r=V(0)-\int\rho\,\operatorname{erfc}(r/\sigma)/r\,d^3r$. In the subtracted integral $\rho$ may again be expanded. Its leading term is

$$4\pi\sigma^2\rho(0)\int_0^\infty x\operatorname{erfc}x\,dx=4\pi\sigma^2\rho(0)\cdot\frac1{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\pi a^2h^2\rho(0),$$

by parts and with $\int_0^\infty x^2e^{-x^2}dx=\sqrt\pi/4$; the correction is $O(h^4)$.

For $m\neq0$, note that $g$ is the potential of a unit Gaussian charge proportional to $e^{-r^2/\sigma^2}$, so $\hat g(k)=4\pi e^{-k^2\sigma^2/4}/k^2$. With $\mathbf G=2\pi m/h$,

$$\widehat{\rho g}(\mathbf G)=\int\frac{d^3k}{(2\pi)^3}\,\hat\rho(\mathbf k)\,\hat g(\mathbf G-\mathbf k).$$

A smooth density has $\hat\rho$ concentrated at $k\ll G$. Expanding $\hat g$ about $\mathbf G$, the first term is $\rho(0)\hat g(G)$; the linear term cancels between $\mathbf G$ and $-\mathbf G$; the next is smaller by a factor of order $(k/G)^2\propto h^2$. Since $\hat g(G)=h^2e^{-\pi^2a^2m^2}/(\pi m^2)$, with $m^2=|m|^2$, all contributions combine to $S=V(0)-C\,h^2\rho(0)+O(h^4)$, where

$$C=\pi a^2+\frac{2}{\sqrt\pi\,a}-\sum_{n\ne0}\frac{\operatorname{erfc}(|n|/a)}{|n|}-\sum_{m\neq0}\frac{e^{-\pi^2a^2m^2}}{\pi m^2}=2.8372975 .$$

Neither $S$ nor $V$ depends on $a$, so $C$ cannot depend on it. Restoring the self term $c\,h^2\rho_i$,

$$V_i=V(\mathbf r_i)+(c-C)\,h^2\rho(\mathbf r_i)+O(h^4).\tag{6}$$

For the cube average $c-C=-0.4572201$: to leading order the potential is too low where $\rho$ is positive, and the method is of second order. With $c=C$ the second-order term vanishes and fourth order remains. Omitting the self term, $c=0$, is also second order, but with a leading coefficient about six times as large as that of the cube average.

The energy $E_h=\frac12h^3\sum_i\rho_iV_i$ inherits the error

$$\Delta E=\tfrac12(c-C)\,h^2\int\rho^2\,d^3r+O(h^4).\tag{7}$$

Replacing the outer integral by a sum adds the Fourier components of the smooth function $\rho V$ at nonzero $\mathbf G$, which fall faster than any power of $h$ for an infinitely smooth, localized density.

## Pseudocode

```
setup(N1, N2, N3, h, c):
    for each axis a: choose M_a >= max(N_a, 2*N_a - 2)   (2*N_a is safe)
    for each slot (m1, m2, m3) except (0, 0, 0):
        d_a = min(m_a, M_a - m_a) on each axis
        K[m] = h^2 / sqrt(d1^2 + d2^2 + d3^2)
    K[0,0,0] = c * h^2        (assigned, not divided)
    Khat = FFT(K)

solve(rho):
    P = zeros(M1, M2, M3)
    P[0:N1, 0:N2, 0:N3] = rho
    W = inverse_FFT(Khat * FFT(P))
    return W[0:N1, 0:N2, 0:N3]
```

The factor $h^3$ is already in $K$. The inverse transform must carry the factor $1/(M_1M_2M_3)$. The array `Khat` is the transform of the stored kernel; replacing it by $4\pi/k^2$ would pose a periodic problem, with a singular entry at $k=0$.

## Cost and stability

With $N$ points per side, doubling gives $8N^3$ points. The kernel is transformed once, and each solution needs one forward and one inverse transform, at a cost of $O(N^3\log N)$. The direct sum costs $O(N^6)$. Because $K_m=K_{M-m}$ on each axis, the sine parts cancel and $\hat K$ is real, so it can be stored as a real array.

Some work on zeros can be skipped. Transforming the axes in turn, the first axis has $N^2$ nonzero lines, the second $2N^2$ and the third $4N^2$. That makes $7N^2$ lines of length $2N$ instead of $12N^2$. The cropped inverse transform allows the same saving in reverse order.

There is no iteration and hence no convergence criterion. An error in the density of at most $\epsilon$ per point changes $V_i$ by at most $\epsilon\sum_jK(i-j)$, since all kernel values are positive. At the centre of a cubic box of side $L$ this sum approaches $\int_{\rm box}d^3r/r=2.38\,L^2$ as $h\to0$, by (3) with $h$ replaced by $L$.

## Worked example

Two Gaussian charges, $q_1=+2$ and $q_2=-1$, have densities $q\,e^{-r^2/w^2}/(\sqrt\pi\,w)^3$ with $w=1$ bohr. They are centred at $(-0.9,0.3,0.2)$ and $(0.8,-0.4,0.1)$ bohr in a cube of side 12 bohr centred at the origin. These are model parameters, not a molecule.

Each charge has the potential $q\operatorname{erf}(r/w)/r$. The interaction of two such Gaussians involves their convolution, a Gaussian of width $\sqrt2\,w$, so for centres a distance $R$ apart it is $q_1q_2\operatorname{erf}(R/\sqrt2w)/R$. As $R\to0$ the factor multiplying the charges tends to $2/(\sqrt{2\pi}\,w)=0.79788$. With $R=1.8412$ bohr the energy, self-energies included, is

$$E=\tfrac12(4+1)(0.79788)-2\,\frac{\operatorname{erf}(1.8412/\sqrt2)}{1.8412}=1.9947-1.0150=0.9797\ \text{hartree}.$$

The root-mean-square errors of $V$ over the box, in units of $10^{-3}$ hartree/$e$, are:

| $h$ (bohr) | $c=0$ | cube average | $c=C$ |
|---|---|---|---|
| 0.500 | 8.755 | 1.308 | 0.153 |
| 0.375 | 4.956 | 0.766 | 0.048 |
| 0.250 | 2.212 | 0.350 | 0.0095 |

From the first to the last row, the cube-average error falls by $1.308/0.350=3.74$, an observed order of $\log_2 3.74=1.90$. For $c=C$ the observed order is 4.01. The value 1.90 is slightly below 2 because of the higher terms in (6). The computed potential is linear in $c$, so these terms are the same for both choices, and the last column shows their size: at $h=0.5$ bohr, about 12% of the cube-average error. Their overlap with $\rho$ is positive (the energy error for $c=C$, given below for $h=0.25$ bohr, is positive), while the leading term $(c-C)h^2\rho$ has the sign opposite to $\rho$. They therefore partly cancel the leading error, proportionally more on the coarse grid, which brings the ratio below 4.

At $h=0.25$ bohr the cube average gives $E_h=0.97593$ hartree, or 26.556 eV. The error is $-0.00379$ hartree; the leading term of (7) predicts $-0.00387$ hartree. With $c=C$ the energy is $0.97980$ hartree, in error by $0.00008$ hartree.

Wrap-around is a different kind of error. Without padding, (5) with $M=N$ folds every separation longer than half the box. At the grid point $(5.875,0.375,0.125)$ bohr the analytic potential is $0.100383$ hartree/$e$. The doubled grid reproduces all these digits, but the unpadded one gives $0.191426$. Along $x$ the charge $+2$ is $6.775$ bohr away, which folds to $12-6.775=5.225$ bohr. Treating it as a point charge, and including the small transverse offsets, predicts a change of $2/5.226-2/6.776=0.088$. The observed change is $0.091$; the estimate neglects the widths of both charges. Refining the grid at fixed box size does not remove this error, because the folded distances stay the same.

For 48 points per side, the box has 110,592 points and the doubled grid 884,736.

## Failure modes

- **Density cut off by the box.** Padding supplies empty space, not missing charge. The potential of any charge outside the sampled box is absent from the result.
- **Density that varies on the scale of $h$.** The expansion behind (6) then fails, and $c=C$ has no guaranteed advantage over the cube average. Point nuclei should be treated analytically or replaced by smooth charges that the grid resolves.
- **Padding on one side of the product.** Enlarging the arrays is not enough: the kernel must fill the slots for negative differences, the added density must be zero, and the output must be cropped.
- **Mixed self-term conventions.** Changing $c$ by $\delta c$ shifts $V_i$ by $\delta c\,h^2\rho_i$. Energies computed with different values of $c$ therefore differ by an amount that depends on the density and does not, in general, cancel between systems.

## Computed values

```
cube constant, closed form: 2.3800774 (no unit)
cube constant, quadrature: 2.3800774 (no unit)
random density on 5x6x7 points, largest relative deviation:
  M = 2N-0: 4.9e-16
  M = 2N-1: 6.5e-16
  M = 2N-2: 4.9e-16
  M = 2N-3: 3.5e-02
  M = N (no padding): 4.2e-01
kernel without symmetry, N = 8, largest absolute deviation:
  M = 16: 2.1e-13
  M = 15: 8.9e-16
  M = 14: 2.1e-01
lattice constant C: 2.8372975 (no unit)
error coefficient c-C: -0.4572201 (no unit)
box side: 12.0 bohr; Gaussian width: 1.0 bohr
charge +2.0 e at (-0.9, 0.3, 0.2) bohr
charge -1.0 e at (0.8, -0.4, 0.1) bohr
separation of centres: 1.8412 bohr
analytic energy: 0.979711 hartree
rms error of V over the box (hartree/e), by self-term constant:
  N=24, h=0.500 bohr: zero 8.755e-03, cube 1.308e-03, lattice 1.526e-04
  N=32, h=0.375 bohr: zero 4.956e-03, cube 7.659e-04, lattice 4.805e-05
  N=48, h=0.250 bohr: zero 2.212e-03, cube 3.500e-04, lattice 9.459e-06
observed order from N=24 to N=48: zero 1.98, cube 1.90, lattice 4.01
C measured from grid errors: 2.83737 (no unit)
N=48, cube: largest error of V 0.00960 hartree/e
N=48, cube: predicted largest 0.00997 hartree/e
N=48, cube: energy 0.975926 hartree = 26.5563 eV
N=48, cube: energy error -0.003785 hartree
N=48, cube: predicted energy error -0.003870 hartree
N=48, lattice: energy 0.979795 hartree
N=48, point of largest error without padding: (5.875, 0.375, 0.125) bohr
  analytic V: 0.100383 hartree/e
  V without padding: 0.191426 hartree/e
  V with doubling: 0.100383 hartree/e
grid points: box 110592, doubled 884736
```
